# Mean linear growth of a parabolic scale with repeated complete loss

If the parabolic law fitted to a fresh scale is extrapolated through repeated scale loss, the predicted metal consumption is too small, and the error grows with time. In the example below, an intact scale would reach 12.65 µm in 4000 h. A scale that loses its protection every 4 µm forms 40 µm of oxide in the same time. Dividing the growth constant by the average scale thickness does not repair the estimate, because it gives a rate one quarter too low. The correct mean rate follows from the duration of one growth cycle.

## Quantities and conventions

Let $X$ be the oxide thickness that acts as a diffusion barrier, and $W$ the total oxide formed since the start, expressed as a thickness over the original area. Between losses both grow at the same rate,

$$\frac{dX}{dt}=\frac{dW}{dt}=\frac{k}{X}. \tag{1}$$

When $X$ reaches $h$, the barrier is reset to zero at once and $W$ is unchanged. The constant $k$ and the thickness $h$ are the same in every cycle, and the alloy supplies metal without limit. These assumptions are relaxed later.

What grows linearly on average is $W$, and with it the metal consumed. If the lost scale falls off, the attached scale never exceeds $h$. If it cracks through but stays attached, the attached thickness is $W$, although most of it no longer protects.

The factor 2 depends on how the growth constant is defined. Here $X^2=2kt$. If data are tabulated as $X^2=k_pt$, then $k=k_p/2$ and the mean rate derived below is $k_p/h$. If they are tabulated as oxygen uptake per area, $(\Delta m)^2=Kt$, and the oxide contains a mass $g$ of oxygen per volume, then $\Delta m=gX$. Hence $g^2X^2=Kt$ and $k=K/(2g^2)$.

## One cycle

Multiply (1) by $X$ and integrate from a bare surface at $t=0$:

$$\int_0^X X'\,dX'=\int_0^t k\,dt' \quad\Rightarrow\quad \frac{X^2}{2}=kt. \tag{2}$$

The rate $k/X=\sqrt{k/(2t)}$ is infinite at $t=0$, but its integral is finite, so the thickness is well defined. Setting $X=h$ gives the time between losses,

$$\tau=\frac{h^2}{2k}. \tag{3}$$

Each cycle forms a thickness $h$ of oxide, so the mean rate is

$$v=\frac{h}{\tau}=\frac{2k}{h}. \tag{4}$$

Just before a loss the rate is $k/h$, half the mean. The fast growth on the fresh surface supplies the difference.

The same result follows from averaging $k/X$ over time, provided that the reciprocal of $X$ is averaged:

$$\left\langle\frac1X\right\rangle=\frac1\tau\int_0^\tau\frac{dt}{\sqrt{2kt}}
=\frac{2\sqrt\tau}{\tau\sqrt{2k}}=\frac{2}{\sqrt{2k\tau}}=\frac2h. \tag{5}$$

The mean thickness, by contrast, is

$$\langle X\rangle=\frac1\tau\int_0^\tau\sqrt{2kt}\,dt=\frac23\sqrt{2k\tau}=\frac{2h}{3}. \tag{6}$$

Using it in the growth law gives $k/\langle X\rangle=3k/(2h)$, which is three quarters of the true mean rate.

## How closely the growth follows a line

Write the time as $t=(n+u)\tau$, where $n$ is the number of completed cycles and $0\le u<1$. The completed cycles have formed $nh$. The current one has formed $\sqrt{2ku\tau}=h\sqrt u$, by (3). Therefore

$$W=h\,(n+\sqrt u). \tag{7}$$

Since $v\tau=h$, the line is $vt=h(n+u)$, and the lead of the oxide over the line is

$$W-vt=h\,(\sqrt u-u). \tag{8}$$

It is not negative, because $\sqrt u\ge u$ for $0\le u\le1$. Its derivative with respect to $u$ vanishes when $1/(2\sqrt u)=1$, that is, at $u=1/4$, where the lead is $h(1/2-1/4)=h/4$. Thus

$$0\le W-vt\le\frac h4,\qquad v\le\frac Wt\le v+\frac{h}{4t}. \tag{9}$$

The second statement is the first divided by $t$, and it proves that $W/t$ tends to $2k/h$. The mean lead over a cycle is

$$h\int_0^1(\sqrt u-u)\,du=h\left(\frac23-\frac12\right)=\frac h6. \tag{10}$$

An exposure test may begin and end at any points of the cycle. The leads at its two ends differ by at most $h/4$, so a rate measured over a duration $T$ differs from $v$ by at most $h/(4T)$. Relative to $v$ this is

$$\frac{h/(4T)}{2k/h}=\frac{h^2}{8kT}=\frac{\tau}{4T}. \tag{11}$$

A test that does not cover a whole number of cycles should therefore last several cycles if total uptake alone is to give the mean rate reliably.

An intact scale at $t=N\tau$ has thickness $\sqrt{2kN\tau}=h\sqrt N$, whereas the failing scale has formed $Nh$. The ratio is $\sqrt N$. For large $h$ the first loss comes late, and before it the ordinary parabolic law applies. For small $h$, equation (4) predicts an unlimited rate. There the model fails, because some other step must then limit the reaction.

## Incomplete loss and a surface step

Suppose that a barrier of thickness $r$ survives each loss. A cycle then runs from $r$ to $h$, forms $h-r$, and lasts $(h^2-r^2)/(2k)$. Since $h^2-r^2=(h-r)(h+r)$,

$$v_r=\frac{2k(h-r)}{h^2-r^2}=\frac{2k}{h+r}. \tag{12}$$

As $r$ approaches $h$, this tends to $k/h$, the rate at a barrier held at thickness $h$. Within this model, incomplete loss can thus lower the rate by at most a factor of two at fixed $h$.

A surface reaction in series with diffusion adds a constant resistance, written as an equivalent thickness $l$:

$$\frac{dX}{dt}=\frac{k}{X+l}. \tag{13}$$

Integrating $(X+l)\,dX=k\,dt$ from zero to $h$ gives a cycle time $(h^2/2+lh)/k$, and so

$$v_l=\frac{kh}{h^2/2+lh}=\frac{2k}{h+2l}. \tag{14}$$

The factor 2 before $l$ arises because the surface resistance acts at full strength throughout the cycle, whereas the diffusion resistance builds up from zero. For $h\ll l$ the rate tends to $k/l$, independent of $h$. This removes the unlimited rate found above.

## Irregular losses

Let the loss thickness $H$ vary independently from cycle to cycle, with finite mean square. After $N$ cycles the oxide formed is $\sum H_i$ and the elapsed time is $\sum H_i^2/(2k)$. Dividing both sums by $N$ and letting $N$ grow gives

$$v_H=\frac{2k\,\langle H\rangle}{\langle H^2\rangle}\le\frac{2k}{\langle H\rangle}. \tag{15}$$

The inequality holds because the variance $\langle H^2\rangle-\langle H\rangle^2$ cannot be negative. At a fixed mean loss thickness, scatter therefore lowers the mean rate: the thick scales grow slowly and occupy a large share of the time.

For losses caused by thermal cycling, let the part cool at intervals $\tau$, and let each cooling remove the barrier with probability $p$. Now $h$ denotes the thickness grown in the first interval after a loss. The barrier is lost at the $n$th cooling with probability $p(1-p)^{n-1}$, and has then grown to $h\sqrt n$. The mean time between losses is $\tau/p$, so

$$v_p=\frac{h\sum_n p(1-p)^{n-1}\sqrt n}{\tau/p}
=\frac{2k}{h}\,p\sum_{n=1}^{\infty}p(1-p)^{n-1}\sqrt n. \tag{16}$$

At $p=1$ the sum is 1 and (4) returns. For small $p$ the sum becomes an integral,

$$\int_0^\infty p\,e^{-pn}\sqrt n\,dn=\frac{\Gamma(3/2)}{\sqrt p}=\frac{\sqrt\pi}{2\sqrt p},
\qquad v_p\approx\frac kh\sqrt{\pi p}. \tag{17}$$

The rate then falls as the square root of $p$, more slowly than the number of losses, because each loss removes a thicker barrier.

## Growth slower than parabolic

Suppose that a fresh scale follows $X^q\propto t$ with $q>2$, and that this law and the parabola agree at thickness $X_0$ and time $t_0$. The times to reach $h$ are $t_0(h/X_0)^q$ and $t_0(h/X_0)^2$. Each cycle forms $h$ in both cases, so the rates are in the inverse ratio of the times:

$$\frac{v_q}{v}=\frac{(h/X_0)^2}{(h/X_0)^q}=\left(\frac{h}{X_0}\right)^{2-q}. \tag{18}$$

For $h>X_0$ the parabola overestimates the rate; for $h<X_0$ it underestimates it. The error vanishes if $k$ is chosen so that the parabola gives the correct time to reach $h$.

## The supply of metal

Linear growth ends when the alloy can no longer supply the oxide-forming element. Consider a sheet of half thickness $L$ oxidised on both faces, with aluminium as that element. Let $m$ be the mass of aluminium per volume of oxide, and $\Delta c$ the concentration drop in the alloy, in mass per volume, that can be tolerated. With $L$ held fixed and a nearly flat aluminium profile, the balance per face is $mW=L\Delta c$. Setting $W=vt$ gives

$$t_{\rm end}=\frac{L\,\Delta c}{m\,v}. \tag{19}$$

The concentration gradient at the surface is steepest when uptake is fast. On a fresh scale the aluminium flux into the oxide is $J=m\,dX/dt=m\sqrt{k/(2t)}$. While diffusion has not yet reached the midplane, the alloy behaves as a half space. Removing unit mass per area from its surface lowers the surface concentration a time $s$ later by $1/\sqrt{\pi Ds}$, where $D$ is the diffusivity of aluminium in the alloy. Adding the contributions of all earlier times,

$$\Delta c_s=\int_0^t\frac{m\sqrt{k/2}}{\sqrt{t'}\,\sqrt{\pi D(t-t')}}\,dt'
=m\sqrt{\frac{k}{2\pi D}}\int_0^t\frac{dt'}{\sqrt{t'(t-t')}}. \tag{20}$$

The substitution $t'=t\sin^2\theta$ turns the last integral into $\int_0^{\pi/2}2\,d\theta=\pi$. Hence

$$\Delta c_s=m\sqrt{\frac{\pi k}{2D}}, \tag{21}$$

which does not depend on time as long as the alloy behaves as a half space. This is the drop caused by one fresh scale during that period. Once diffusion has reached the midplane, the drop grows beyond this value, because no further aluminium can arrive from deeper in the alloy. Over repeated cycles the surface also has a time-averaged deficit. It already includes the average effect of the fresh-scale drops, so adding it to (21) overcounts. The largest deficit comes just after a loss, when the drop (21) falls on top of the deficit left at the end of the previous cycle; this peak exceeds both (21) and the time-averaged deficit. To find it, let aluminium leave the sheet steadily at the mean rate $mv$ per face. Once diffusion has reached the midplane, the concentration $c$ falls everywhere at the mean rate $mv/L$. At a distance $x$ from the midplane, $D\,d^2c/dx^2=-mv/L$, so $c$ lies below its midplane value by $mvx^2/(2DL)$. This is $mvL/(2D)$ at the surface and $mvL/(6D)$ on average, so the surface lies below the sheet average by $mvL/(3D)$. Equation (19) is useful when both this deficit and the drop (21) are small compared with $\Delta c$. If either is not, the surface may run out of aluminium while the interior still holds plenty.

## Time stepping

When $k$ varies with temperature, the product $kt$ in (2) is replaced by the time integral of $k$. Stepping the growth in time is an alternative that is convenient when the temperature history is given numerically. Without surface resistance, an explicit step from $X=0$ divides by zero. An implicit step $\Delta t$ from $X$ to $Y$, including the surface resistance, satisfies

$$(Y-X)(Y+l)=k\,\Delta t. \tag{22}$$

Expanding gives $Y^2+(l-X)Y-lX-k\Delta t=0$. Its discriminant is $(l-X)^2+4lX+4k\Delta t=(X+l)^2+4k\Delta t$, and the root with $Y>X$ is

$$Y=\tfrac12\left[X-l+\sqrt{(X+l)^2+4k\,\Delta t}\,\right]. \tag{23}$$

Add $Y-X$ to $W$ at each step, and reset $X$ when $Y\ge h$. For $l=0$, the identity $2Y(Y-X)=Y^2-X^2+(Y-X)^2$ turns (22) into

$$Y^2-X^2=2k\,\Delta t-(Y-X)^2, \tag{24}$$

so the computed scale lags slightly behind the exact one. With $\Delta t=0.02$ h and the parameters below, ten cycles gave a mean rate of 0.01000 µm/h, in agreement with (4). The largest lead over the line was 0.999 µm, against 1.000 µm from (9). The mean lead was 0.663 µm, against 0.667 µm from (10); the sign of this difference is that of the lag.

## Worked example

The parameters are rough values in the regime of an alumina scale on an iron–chromium–aluminium sheet at 1373 K: $k=0.020$ µm²/h and $h=4.0$ µm. Then

$$\tau=\frac{4.0^2}{2\times0.020}=400\ \text{h},\qquad
v=\frac{2\times0.020}{4.0}=0.010\ \text{µm/h}. \tag{25}$$

The mean rate corresponds to 88 µm of oxide per year. The rate just before loss is 0.005 µm/h, and the mean thickness of 2.667 µm would give the incorrect estimate of 0.0075 µm/h. After ten cycles, or 4000 h, the ratio to the intact scale is $40/12.65=3.16=\sqrt{10}$.

The aluminium content may fall from 5.0 to 2.0 wt%. With an alloy density of 7.20 g/cm³, the usable aluminium is $\Delta c=7.20\times0.030=0.216$ g/cm³. The oxide holds $m=2.090$ g/cm³ of aluminium, and $L=500$ µm, so the supply is used up by

$$W_{\rm end}=\frac{500\times0.216}{2.090}\approx51.7\ \text{µm},\qquad
t_{\rm end}=\frac{51.7}{0.010}\approx5200\ \text{h}, \tag{26}$$

or about 13 cycles. The sheet therefore cannot sustain the linear rate for a full year.

With $D=720$ µm²/h, equation (21) gives a surface drop of 0.192 wt% on a fresh scale. A numerical solution of the diffusion equation gave the same value at 40 h. Over the repeated cycles, the surface lay at most 0.17 wt% below the sheet average at times later than 10 h after each loss; earlier times were not resolved well enough to be included. The peak lies in that early window: just after a loss the drop of 0.192 wt% adds to the 0.035 wt% left from the previous cycle, giving about 0.23 wt%. All these figures are small compared with the usable 3 wt%. In that solution the surface reached 2 wt% before the time given by (19), but by less than 1.1 cycles, or 440 h. The surface dips just below 2 wt% for a few hours after the loss at 4800 h and stays below it from about 4990 h. Equation (19) is thus a slightly optimistic estimate here. These times convert wt% at fixed alloy density; allowing for the mass the sheet loses raises the usable aluminium by the factor $1/0.98$, about 2%, and delays them.

## Size of the neglected effects

Each factor below multiplies the rate $2k/h$ when one assumption is changed and the other parameters are held fixed.

| Change | Factor |
|---|---|
| Surviving barrier, $r=0.5$ µm | 0.889 |
| Surface step, $l=0.1$ µm | 0.952 |
| $H$ spread evenly from 2 to 6 µm | 0.923 |
| Loss at half of the coolings, $p=0.5$, coolings every 400 h | 0.674 |
| $X^{2.5}\propto t$, matched at 2 µm | 0.707 |
| $X^3\propto t$, matched at 2 µm | 0.500 |
| Temperature higher by 10 K | 1.25 |

The last line uses a rough activation energy of 350 kJ/mol for $k$. The factors should not be multiplied together without a new calculation, since several of them alter the same growth cycle.

For real alumina scales, a thickness of about 2 µm after 100 h at this temperature is a reasonable rough size. A loss thickness of 4 µm is low for a well-adhering scale on an alloy doped with a reactive element such as yttrium; it stands for a poorly adhering one. Real scales tend to spall in patches on cooling, so complete loss at one fixed thickness is an idealisation. Alumina often grows more slowly than the parabolic law as well. For the cases in the table, each of these departures taken alone lowers the rate to between 0.50 and 0.92 of $2k/h$; acting together they can lower it further. This rests on $h$ being the mean loss thickness and on coolings 400 h apart. Loss of thinner scale raises the rate instead: the factor is 1.29 for $H$ spread evenly from 2 to 4 µm, and 1.35 for $p=0.5$ with coolings every 100 h. An estimate from (4) for such a part is therefore a rough guide, uncertain by a factor of two or more, in either direction. It tends to overstate consumption if $h$ is the mean loss thickness and $k$ was taken as $X^2/(2t)$ from a scale thinner than $h$, and it can understate consumption if scale is lost well before it reaches $h$. Once the aluminium is exhausted, faster-growing oxides can form, and the linear rate must not be extrapolated beyond that point.

The numerical output lists the main values used here.

## Values computed for the example and the checks

```
parabolic constant k: 0.020 um^2/h
thickness at loss h: 4.0 um
time between losses: 400 h
mean rate 2k/h: 0.0100 um/h
mean rate, converted: 88 um/year
mean rate, marched simulation: 0.01000 um/h
rate just before loss k/h: 0.0050 um/h
time-mean barrier thickness: 2.667 um
wrong rate k/(mean thickness): 0.0075 um/h
largest lead over the line, h/4: 1.000 um
largest lead, simulation: 0.999 um
mean lead over the line, h/6: 0.667 um
mean lead, simulation: 0.663 um
whole cycles compared: 10
time of comparison: 4000 h
oxide formed with losses: 40.0 um
oxide formed, intact scale: 12.65 um
ratio, simulation: 3.162
Rate relative to 2k/h when an assumption is relaxed:
surviving barrier 0.5 um: 0.889
surface-step length 0.1 um: 0.952
loss thickness 2 to 6 um: 0.923
loss probability 0.5 per cooling: 0.674
matching time for other growth laws: 100 h
matching thickness: 2.00 um
growth X^2.5 ~ t: 0.707
growth X^3 ~ t: 0.500
activation energy (rough): 350 kJ/mol
temperature of use: 1373 K
temperature higher by 10 K: 1.248
Aluminium supply:
half thickness of sheet: 500 um
Al diffusivity in alloy (rough): 720 um^2/h
alloy density (rough): 7.20 g/cm^3
oxide density (rough): 3.95 g/cm^3
Al content, start and end: 5.0, 2.0 wt%
Al mass per volume of oxide: 2.090 g/cm^3
usable Al in alloy: 0.216 g/cm^3
oxide that uses up the supply: 51.7 um
life of the linear regime: 5166 h
life in cycles: 12.9
surface Al drop, fresh scale, formula: 0.192 wt%
surface Al drop at 40 h, simulation: 0.192 wt%
largest surface deficit below mean Al: 0.17 wt%
(deficit taken later than 10 h after each loss)
```
